Level shift of a 5 nm silicon fin narrowed by 0.5 nm

**Problem**

A silicon fin stands on a (001) wafer. Its sidewalls are (110) planes and current flows along the fin. The fin is W = 5 nm wide and is narrowed uniformly by d = 0.5 nm. Treat the sidewalls as impenetrable and the potential between them as flat.

(a) The conduction valleys have longitudinal mass m_l = 0.92 m₀ and transverse mass m_t = 0.19 m₀, where m₀ is the free-electron mass. Show that the lowest level has a confinement mass of 0.315 m₀.

(b) By how much does the lowest level rise? Is a first-order estimate in d/W good enough?

(c) How much do a real oxide barrier and the other main omissions change the answer? What shift does the electron density respond to at 300 K?

The valley masses, and the other material parameters used below, are rough typical values. Energies are measured from the bulk conduction-band edge, and the bands are taken as unstrained and parabolic unless stated otherwise.

**Solution (a): the confinement mass**

Let n be the direction across the fin, c the direction along it and v the vertical. Wavevectors are measured from the valley minimum. For a valley whose long axis is [100], the kinetic energy is

T = (ħ²/2)[k_x²/m_l + k_y²/m_t + k_v²/m_t].

The fin axes are turned by 45° from the cubic axes, so

k_x = (k_n + k_c)/√2,  k_y = (k_n − k_c)/√2.

Squaring these and collecting terms gives

T = (ħ²/2)[w(k_n² + k_c²) + 2u k_n k_c + k_v²/m_t],

w = ½(1/m_l + 1/m_t),  u = ½(1/m_l − 1/m_t).

The cross term couples motion across the fin to motion along it. Completing the square separates the two:

w(k_n² + k_c²) + 2u k_n k_c = w(k_n + u k_c/w)² + (w − u²/w)k_c².

Across the fin, k_n becomes −i d/dz. Write the envelope function as

ψ(z) = exp(−i u k_c z/w) φ(z).

The derivative of the phase factor cancels the added term u k_c/w, leaving −i d/dz acting on φ. The factor has modulus one, so ψ vanishes at a wall when φ does. The confinement problem for φ therefore does not depend on k_c, and its mass is

m = 1/w = 2m_l m_t/(m_l + m_t)
  = 2 × 0.92 × 0.19 m₀/1.11
  = 0.315 m₀.

For the channel mass, note that w² − u² = 1/(m_l m_t). Hence

w − u²/w = 1/(m_l m_t w) = 2/(m_l + m_t).

The channel mass is (m_l + m_t)/2 = 0.555 m₀. It is positive, so the subband minimum lies at k_c = 0.

The [010] valleys give the same masses, with the sign of u reversed. Counting both ends of each axis, four valleys have confinement mass 0.315 m₀. The two valleys along the vertical [001] axis present their transverse mass, 0.19 m₀, to the walls. As the next part shows, a hard-wall level is inversely proportional to the mass, so the four heavier valleys hold the ground level. This order assumes no strain, and mixing of valleys by the walls is neglected.

**Solution (b): the level and its shift**

With k_c = 0 and the vertical motion left out, φ obeys

−(ħ²/2m) φ″ = E φ,  φ(0) = φ(W) = 0.

For E > 0, set k = √(2mE)/ħ. The general solution is A sin kz + B cos kz. The wall at z = 0 requires B = 0, and the wall at z = W requires sin kW = 0. Solutions with E ≤ 0 are linear or hyperbolic functions and cannot vanish at both walls unless they vanish everywhere. The lowest allowed value is thus k = π/W, and

E₁(W) = π²ħ²/(2mW²).

With ħ²/(2m₀) = 0.03810 eV nm², the two levels are

E₁(5 nm) = 0.03810π²/(0.315 × 5²) eV = 47.75 meV,

E₁(4.5 nm) = 0.03810π²/(0.315 × 4.5²) eV = 58.95 meV.

Their difference is

ΔE = 58.95 − 47.75 = 11.20 meV,

or about 11 meV (1.8 × 10⁻²¹ J). Diagonalizing the same Hamiltonian on a mesh of 800 cells also gives 11.20 meV; going from 400 to 800 cells changes the shift by 4 × 10⁻⁵ meV.

To judge the first-order estimate, put x = d/W. Since E₁ varies as 1/W²,

ΔE = E₁(W)[(1 − x)⁻² − 1].

The geometric series 1/(1 − x) = 1 + x + x² + x³ + … holds for |x| < 1. Differentiating it term by term gives

(1 − x)⁻² = 1 + 2x + 3x² + 4x³ + …,

so that

ΔE = E₁(W)(2x + 3x² + 4x³ + …).

Here x = 0.1. The first term gives

2 × 0.1 × 47.75 = 9.55 meV,

which is 15% below the full hard-wall shift. The second term adds 3 × 0.01 × 47.75 = 1.43 meV and brings the estimate to 10.98 meV. First order gives the size of the effect, but the second term is needed to obtain 11 meV.

The missing part has a mechanical meaning. The electron pushes outward on the walls, and narrowing the fin does work against that push:

−dE₁/dW = 2E₁/W.

This is 19.1 meV/nm at 5 nm and 26.2 meV/nm at 4.5 nm. The first-order estimate keeps the initial, smaller value throughout the narrowing.

For d much smaller than W, the shift becomes

ΔE ≈ π²ħ²d/(mW³).

At fixed d and m it falls as the cube of the width: a fin twice as wide would have a first-order shift of 9.55/8 ≈ 1.2 meV. In the opposite limit, d → W, the formula diverges. The hard walls and the parabolic band both fail before that point, because the level is no longer small compared with the barrier and with the energy scale of the band.

The length 0.5 nm is also close to atomic dimensions. The spacing of (110) planes is 0.192 nm, so the narrowing corresponds to 2.6 planes. It is best read as a change in mean width. Uniform removal of one plane from the 5 nm fin would raise the level by about 2 × 47.75 × 0.192/5 = 3.7 meV to first order.

**Solution (c): what the model leaves out**

*Finite oxide barrier.* Take an oxide barrier V = 3.1 eV and an oxide mass m_b = 0.5 m₀, with oxide thick enough for the wavefunction to die out inside it. Put z = 0 at the fin centre. The lowest state is even:

ψ = A cos kz inside,  ψ = B exp(−κ|z|) outside,

k = √(2mE)/ħ,  κ = √[2m_b(V − E)]/ħ.

Continuity of ψ and of ψ′/mass, the second of which conserves current, gives at z = W/2

A cos(kW/2) = B exp(−κW/2),

(k/m)A sin(kW/2) = (κ/m_b)B exp(−κW/2).

Dividing the second equation by the first yields

(k/m) tan(kW/2) = κ/m_b.

Solving this numerically gives levels of 39.50 meV at 5 nm and 47.80 meV at 4.5 nm. The shift is 8.30 meV, lower than the hard-wall value by 2.90 meV. This simple barrier leaves out the large wavevector that the valleys have along the wall. If the oxide conserved that wavevector, the wavefunction would die out faster and the shift would be about 9.1 meV.

A short approximation shows why. Define θ = π/2 − kW/2. Then tan(kW/2) = 1/tan θ, and the matching condition becomes

tan θ = kδ,  δ = m_b/(mκ).

For a high barrier kδ is small, so θ ≈ kδ and

k(W/2 + δ) ≈ π/2,  k ≈ π/(W + 2δ).

The electron behaves as if each hard wall had moved outward by δ. Neglecting E beside V,

κ ≈ √(0.5 × 3.1/0.03810) = 6.38 nm⁻¹,

δ ≈ 0.5/(0.315 × 6.38) = 0.249 nm.

The effective widths are then about 5.5 and 5.0 nm. Both levels fall, and so does their difference, because the same 0.5 nm is now removed from a wider effective well. To first order the shift is reduced by the factor [W/(W + 2δ)]³ ≈ 0.75, close to the computed ratio 8.30/11.20 = 0.74. In the limit V → ∞ at fixed masses, δ → 0 and the hard-wall result returns.

*Nonparabolic band.* A simple correction replaces the parabolic energy E₁ by the solution E of

E(1 + αE) = E₁,

E = [√(1 + 4αE₁) − 1]/(2α).

For small αE₁ this is E ≈ E₁ − αE₁². The higher level is lowered more, so the shift shrinks. With α = 0.5 eV⁻¹ and hard walls it becomes 10.65 meV. Using one α for every direction is only a rough estimate. In silicon the effect depends on the valley and the direction: a two-band model of the conduction valleys gives almost no correction for the four heavy valleys in this fin, but lowers the shift of the two light valleys, found below for parabolic bands, from 18.6 to about 14 meV.

*Transverse field.* A uniform field F across the fin adds a potential energy that is odd about the centre. Its mean in the ground state is zero, so the first effect is the second-order lowering by mixing with higher levels. The matrix elements scale as eFW and the level spacings as ħ²/(mW²). The lowering therefore scales as

(eFW)²/[ħ²/(mW²)] = m e²F²W⁴/ħ².

It is weaker in the narrower fin, which makes the shift larger. For F = 0.1 MV/cm, held fixed during the narrowing, diagonalization gives an increase of 0.19 meV. This is a weak field, and the effect grows roughly as F²: it equals the 2.9 meV barrier effect in size near 0.4 MV/cm and is about 15 meV at 1 MV/cm.

*Electron charge.* When the transistor is on, the electrons repel one another. Let N_s be the number in the whole fin width per unit area of one sidewall, and suppose that they all have the ground-state density. With z measured from one wall,

ρ(z) = (2N_s/W) sin²(πz/W) = (N_s/W)[1 − cos(2πz/W)].

With symmetric gates, set the potential energy U to zero at both surfaces. Poisson's equation for an electron's potential energy is U″ = −e²ρ/ε, where ε is the permittivity of silicon. Two integrations give

U = (e²N_s/εW){z(W − z)/2 + (W²/4π²)[1 − cos(2πz/W)]}.

The mean of U over the electron density has three parts. The uniform part of the density averages z(W − z)/2 to W²/12. The cosine part contributes W²/(4π²), because

∫₀ᵂ z(W − z) cos(2πz/W) dz = −W³/(2π²).

The last term of U contributes (W²/4π²) × 3/2, since the average of (1 − cos)² over a full period is 3/2. Adding them,

⟨U⟩ = (e²N_sW/ε)[1/12 + 5/(8π²)].

For N_s = 5 × 10¹² cm⁻² and relative permittivity 11.7, diagonalization with this potential raises the 5 nm level by 56.30 meV relative to the surface band edge. That is more than the confinement energy itself. At fixed N_s the rise is nearly proportional to W, so narrowing by 10% reduces it by 5.53 meV. Measured from the surface band edge, about half of the hard-wall shift is then cancelled. The density profile was fixed here, not solved self-consistently; letting it relax lowers the rise at 5 nm to about 55.5 meV and moves the net shift from 5.7 to about 6.0 meV. Since ⟨U⟩ is proportional to N_s, the effect is fifty times smaller at 10¹¹ cm⁻².

*Dielectric images.* An electron in silicon polarizes the surrounding oxide. Let ε_ox be the oxide permittivity, and let thick oxide lie on both sides. One interface acts on the silicon side like an image charge of relative strength

γ = (ε − ε_ox)/(ε + ε_ox) = (11.7 − 3.9)/(11.7 + 3.9) = 0.5.

Each image is reflected again in the opposite interface. For an electron at the centre, the images have strengths γʲ and lie at distances jW on both sides, with j = 1, 2, 3, …. A charge interacting with its own induced images has half the ordinary interaction energy, so

E_im = ½ × (e²/4πε) × 2 Σⱼ γʲ/(jW)
   = −e² ln(1 − γ)/(4πεW).

This is 17.06 meV at 5 nm. It varies as 1/W, so narrowing adds 17.06 × (1/0.9 − 1) = 1.90 meV. These values refer to the fin centre. Averaged over the hard-wall electron density, the increase is about 2.2 meV. A nearby metal gate would alter both results.

*Fin height.* Hard-wall confinement over a height of 50 nm, with vertical mass m_t, adds 0.79 meV to the ground level. This energy does not depend on W and cancels from the shift.

*Temperature and the other valleys.* The two light valleys start at 79.16 meV in the 5 nm fin and rise to 97.73 meV, a shift of 18.57 meV. At 300 K, where kT = 25.85 meV, they are not empty.

At low density, Boltzmann statistics apply. A subband with bottom E_j and in-plane masses m_a and m_v, with spin included, holds per unit area

N_j = 2∫ d²k/(2π)² exp{[μ − E_j − ħ²k_a²/(2m_a) − ħ²k_v²/(2m_v)]/kT},

where μ is the Fermi level. The two Gaussian integrals are √(2πm_a kT)/ħ and √(2πm_v kT)/ħ. Hence

N_j = [√(m_a m_v) kT/(πħ²)] exp[(μ − E_j)/kT].

The in-plane masses are 0.555 and 0.19 m₀ for the four heavy valleys, and 0.19 and 0.92 m₀ for the two light ones. Summed over valleys and subbands, the light valleys hold 16% of the electrons at 5 nm and 13% at 4.5 nm.

With the band edge and Fermi level held fixed, narrowing multiplies the total density per unit sidewall area by 0.621. Lowering the band edge by S multiplies it by exp(S/kT), so the original density is restored when

S = −kT ln 0.621 = 12.3 meV.

This is the shift that the density per unit sidewall area responds to, for parabolic bands. It exceeds 11.2 meV because the light valleys rise faster; their nonparabolicity alone would reduce it slightly, to just under 12 meV. In the two-band model the vertical mass of the heavy valleys also grows as the fin narrows, which raises their density of states and brings the shift to about 11.5 meV. For small shifts, S is the average of the separate shifts weighted by population. With the 5 nm populations that average is

0.84 × 11.20 + 0.16 × 18.57 = 12.4 meV,

close to the full result.

**Table of cases**

Each row changes one feature of the hard-wall calculation and keeps the others. The widths are 5 and 4.5 nm throughout.

| Case | Shift (meV) |
|---|---:|
| Hard walls, mass 0.315 m₀ | 11.2 |
| First order in d/W | 9.55 |
| Light valleys, mass 0.19 m₀ | 18.6 |
| Oxide barrier 3.1 eV | 8.3 |
| Nonparabolic band | 10.65 |
| Field 0.1 MV/cm | 11.4 |
| Charge 5 × 10¹² cm⁻² | 5.7 |
| Dielectric images | 13.1 |
| All valleys at 300 K | 12.3 |

The charge row is measured from the surface band edge. The corrections should not simply be added: a softer wall, for example, changes the wavefunction on which the others depend.

**Comparison with a real fin**

Fins in advanced silicon transistors are several nanometres wide, so 5 nm is a realistic but narrow choice. If the fin is undoped and the gate moves its potential one for one, the 300 K hard-wall result means a rise of about 12 mV in the gate voltage needed for a given small number of electrons per unit sidewall area. With the finite oxide barrier used above, the rise is about 9 mV. This holds for an unchanged gate work function and no strain. Real fins also have tapered, rough sidewalls, and strain can reorder the valleys. At low density, and with a net field across the fin below about 0.4 MV/cm, the largest single correction to the ground-level shift among those sized here is the finite oxide barrier, which in the simple model used here takes it from 11.2 to 8.3 meV. The dielectric images have an effect of similar size and opposite sign. In the on state the electron charge matters more. The figure of 11 meV is thus a sound estimate for the hard-wall model and gives the right order of magnitude for a real oxide-clad fin, but it is not a prediction good to 1 meV.

Calculated quantities

```
initial fin width: 5.00 nm
narrowing: 0.50 nm
final fin width: 4.50 nm
confinement mass used: 0.315 m0
longitudinal valley mass: 0.92 m0
transverse valley mass: 0.19 m0
tilted-valley mass from tensor: 0.3150 m0
tilted-valley channel mass: 0.555 m0
hbar^2/(2 m0): 0.03810 eV nm^2
ground level, wide fin: 47.75 meV
ground level, narrow fin: 58.95 meV
hard-wall shift: 11.20 meV
hard-wall shift, converted: 1.795 zJ
fractional level rise: 23.46 percent
first-order shift: 9.55 meV
second-order shift: 10.98 meV
mesh shift, 800 cells: 11.2006 meV
mesh change, 400 to 800 cells: 4.3e-05 meV
spacing of (110) atomic planes: 0.192 nm
planes in narrowing: 2.6 planes
oxide barrier: 3.10 eV
oxide mass: 0.50 m0
outward wall displacement, each: 0.249 nm
finite-barrier level, wide: 39.50 meV
finite-barrier level, narrow: 47.80 meV
finite-barrier shift: 8.30 meV
barrier effect on shift: -2.90 meV
nonparabolicity: 0.50 1/eV
nonparabolic shift: 10.65 meV
nonparabolic effect on shift: -0.55 meV
transverse field: 0.10 MV/cm
field effect on shift: 0.19 meV
on-state sheet density: 5.0e+12 cm^-2
charge energy, wide: 56.30 meV
charge effect on shift: -5.53 meV
silicon relative permittivity: 11.70 (no unit)
oxide relative permittivity: 3.90 (no unit)
image energy at centre, wide: 17.06 meV
image effect on shift: 1.90 meV
fin height: 50.00 nm
height confinement energy: 0.79 meV
light-valley level, wide: 79.16 meV
light-valley level, narrow: 97.73 meV
light-valley shift: 18.57 meV
temperature: 300 K
thermal energy kT: 25.85 meV
light-valley population, wide: 15.98 percent
light-valley population, narrow: 12.55 percent
thermal effective shift: 12.31 meV
density ratio at fixed band edge: 0.621 (no unit)
```
